Ultraviolet Raman selectivity for thin silicon layers: the round-trip sampling depth

**The form of the depth response**

Consider a uniform absorbing solid that fills the half-space z > 0, lit and observed from above. Let w(z) be the Raman signal received per unit depth. Moving a scattering plane deeper by a adds the same extra path wherever the plane started, because the material is uniform and nothing below reflects light back. Hence w(z + a) = g(a)w(z), where g does not depend on z. Applying two displacements in turn gives g(a + b) = g(a)g(b), and the continuous decaying solution is an exponential:

w(z) ∝ exp(−z/δ).

The constant δ must be a length. The solid offers an absorption length, 1/α, and an optical wavelength. For a single travelling wave the wavelength sets the phase, which drops out of the intensity, so δ = C/α with C a pure number. If absorption is equal on the way in and the way out, the two passes through the material make C = 1/2.

**Why the absorption counts twice**

Atomic units are used in the algebra, with ħ = 1 and c ≈ 137. At angular frequency ω and complex refractive index n + iκ, a wave travelling into the solid has the field

E(z) ∝ exp[i(n + iκ)ωz/c] = exp(inωz/c) exp(−κωz/c).

The first factor has modulus one. Squaring the second gives the intensity

|E(z)|² ∝ exp(−2κωz/c) = exp(−αz), α = 2κω/c.

Let i label the laser light and s the Stokes light, which has lost one phonon energy. The Raman dipole at depth z is proportional to the laser field there. It radiates a wave upward, whose amplitude falls by exp(−κ_s ω_s z/c) before it reaches the surface. The wave radiated downward does not return. The amplitude received from depth z is therefore

M(z) = M₀ exp[i(n_i ω_i + n_s ω_s)z/c] exp[−(α_i + α_s)z/2],

where κω/c has been replaced by α/2 on each pass. Surface transmission is the same for all depths and is contained in M₀. Squaring removes the factor 1/2 in the exponent:

|M(z)|² = |M₀|² exp[−(α_i + α_s)z].

**Why different depths add as intensities**

The laser is coherent, so adding intensities needs a reason. It comes from the phonons. Let u_jm be the real, normalized displacement of crystal plane j in phonon mode m, and Ω_m the mode energy. Different modes have independent phases, so their intensities add. For Stokes scattering at thermal occupation n_m, the signal integrated over the phonon line is

S ∝ Σ_m [(n_m + 1)/(2Ω_m)] |Σ_j u_jm M_j|².

If the bracket is nearly the same for all modes that contribute, it can be taken outside the sum. Expanding the square and using completeness, Σ_m u_jm u_lm = δ_jl, where δ_jl is one for j = l and zero otherwise, leaves

S ∝ Σ_j Σ_l M_j M_l* δ_jl = Σ_j |M_j|².

The cross terms between planes vanish. The result concerns integrated line strength, not peak height.

The approximation can be sized with a chain of 400 planes, 0.2715 nm apart, with nearest-neighbour coupling. The phonon energy falls from 0.0645 eV at the zone centre to 0.051 eV at the zone edge, and the temperature is 300 K. The top 10.05 nm and the remainder are treated as separate chains with fixed ends. With α = 0.1 per nm, numerical diagonalization gives a total signal 0.45% above the intensity sum. The top layer's share is 0.866, the same to three digits as the exponential law derived next. Cutting the chain removes the cross terms between layer and substrate by construction. In the uncut chain they amount to −0.10% of the intensity sum, and the total is 0.36% above it.

**Sampling depth and layer share**

Normalizing the depth response over the half-space gives

w(z) = (1/δ) exp(−z/δ), δ = 1/(α_i + α_s).

Its mean depth follows from integration by parts:

∫₀^∞ z w(z) dz = [−z exp(−z/δ)]₀^∞ + ∫₀^∞ exp(−z/δ) dz = δ.

When the two absorption coefficients are equal, δ = 1/(2α). For α = 10⁶ per cm = 0.1 per nm,

δ = 1/(2 × 0.1 per nm) = 5.0 nm = 50 Å.

The one-way absorption depth is 10 nm. The round-trip depth is not a sharp boundary. The fraction of signal produced above a depth t is

F = ∫₀^t w(z) dz = 1 − exp(−t/δ).

At t = δ this is 0.63, so 37% still comes from deeper material. Solving for the depth gives t = −δ ln(1 − F), and collecting 90% of the signal takes 11.5 nm.

Now let the top thickness t be a separate layer on a substrate with the same optical constants and the same Raman strength per unit volume. Then F is the layer's share, and the layer-to-substrate ratio is

R = F/(1 − F) = exp(t/δ) − 1.

For t ≪ δ, both F and R approach t/δ. For t ≫ δ, the substrate share, exp(−t/δ), becomes small.

**How large the selectivity is**

Take a 10 nm strained-silicon layer on relaxed silicon-germanium containing 20% germanium. The rough, round optical parameters are:

- Ultraviolet: 3.8 eV, n = 5.0, α = 0.1 per nm.
- Visible: 2.33 eV, n = 4.15, α = 0.001 per nm.

The visible sampling depth is 1/(2 × 0.001) = 500 nm. For a matched substrate the layer shares are

F_UV = 1 − exp(−10/5) = 0.865,
F_vis = 1 − exp(−10/500) = 0.020.

The corresponding ratios R are 6.39 and 0.0202, so the ultraviolet improves the layer-to-substrate ratio by a factor of 316. For a layer much thinner than both sampling depths, the factor would be δ_vis/δ_UV = 100. It is larger here because 10 nm is already twice the ultraviolet sampling depth, where exp(t/δ) − 1 has risen well above t/δ.

The origin of the selectivity is clearest in the effective scattering lengths, which are the integrals of exp(−z/δ) over each region:

L_layer = δ[1 − exp(−t/δ)], L_substrate = δ exp(−t/δ).

In the ultraviolet they are 4.32 nm and 0.68 nm; in the visible they are 9.90 nm and 490 nm. Stronger absorption has cut the layer's contribution by 56%, but it has nearly eliminated the substrate's. These lengths compare attenuation alone, with Raman strength per unit volume and surface transmission held fixed. Electronic resonance can change the absolute signal, but a factor common to layer and substrate cancels from F.

The share depends on the ratio t/δ, so thickness matters as well as wavelength. With the same parameters, the ultraviolet share is 0.33 for a 2 nm layer, 0.63 for 5 nm and 0.98 for 20 nm. The visible shares are 0.004, 0.010 and 0.039. Ultraviolet light therefore does not isolate a 2 nm layer: two thirds of the signal still comes from below it.

**When the substrate is different**

Let the substrate have absorption α_B at both photon energies and Raman strength s relative to the layer. Its signal still involves two passes through the layer, one by the laser light going in and one by the Raman light coming out, so

L_substrate = s exp(−2αt) ∫₀^∞ exp(−2α_B x) dx = s exp(−2αt)/(2α_B).

Suppose that only the silicon–silicon vibration is counted and that its strength follows the fraction of such bonds. In a random alloy with 20% germanium, s = 0.8² = 0.64. If the ultraviolet absorption is unchanged, the layer share becomes

F_UV = 0.8647/(0.8647 + 0.64 × 0.1353) = 0.909.

In the visible, taking α_B = 0.002 per nm halves the substrate's sampling depth. Its effective length is 0.64 × 490.1/2 = 157 nm, and the layer share rises to 9.90/(9.90 + 157) = 0.059. The ultraviolet now improves the layer-to-substrate ratio by a factor of 158, half the matched value of 316. Different resonance enhancement in the alloy would change s further.

**Where the 5 nm value moves**

The parameters lie in the regime of strained-silicon layers examined with a near-325 nm laser. Silicon's absorption there is somewhat above the round value, roughly 0.12 per nm, which gives δ = 4.2 nm. The visible value is a rough one for green light.

The Stokes photon has 0.0645 eV less energy. At fixed κ, α is proportional to ω, and the sampling depth becomes 5.04 nm. The correction can be larger near silicon's direct absorption edge, around 3.4 eV, where α changes steeply. If the incoming and outgoing values were 0.1 and 0.06 per nm, the depth would be 1/0.16 = 6.25 nm.

Oblique collection matters little. For an electric field parallel to the surface and external angle θ, the normal wave number is k_z = (ω/c)[(n + iκ)² − sin²θ]^(1/2). Intensity decays at the rate 2 Im k_z on a pass at that angle, so δ = 1/(4 Im k_z) if the laser and the Raman light both travel at θ. At the rim of a lens with numerical aperture 0.50 this is 4.98 nm; with the laser at normal incidence and only the collection at the rim, it is 4.99 nm.

Reflection at a buried interface breaks the single-wave assumption. The outgoing amplitude from depth z is then found by reciprocity: it is proportional to the field at z due to a wave entering from outside at the Stokes energy. If the small Stokes shift is neglected, M(z) ∝ E(z)² and the signal density is proportional to |E(z)|⁴. Solving the wave equation by finite differences gives two cases for the 10 nm layer:

- Lowering the substrate's n by 5%, with α fixed, changes the ultraviolet share from 0.865 to 0.859.
- Placing the layer on 20 nm of oxide, of index 1.48, above silicon gives shares of 0.991 in the ultraviolet and 0.082 in the visible. Including the Stokes shift, with the complex indices unchanged, lowers the visible share to 0.079.

The oxide case needs the full field calculation; for this 20 nm oxide the matched-substrate formula would overstate the substrate's share of the signal at both wavelengths. The sign and size of the error depend on the oxide thickness through interference. With the Stokes shift neglected, the ultraviolet layer share falls to about 0.64 near 210 nm of oxide, below the matched 0.865, and the visible share reaches about 0.5 near 90 nm.

**Heating and the measured strain**

Strong absorption also deposits heat near the surface. For a Gaussian spot with 1/e intensity radius a, absorbed power P and a thick solid of thermal conductivity K, add the temperature rises q/(2πKr) produced by surface sources q at distance r from the centre:

ΔT = ∫₀^∞ [P exp(−r²/a²)/(πa²)] [1/(2πKr)] 2πr dr
= [P/(πa²K)] ∫₀^∞ exp(−r²/a²) dr
= P/(2√π K a).

The last step uses the integral √π a/2. The optical constants give a normal-incidence reflectance of |(1 − n − iκ)/(1 + n + iκ)|² = 0.532, with κ = 2.60. A 1 mW beam therefore deposits 0.468 mW. For a = 500 nm, the rise is 1.8 K in silicon, with K = 150 W/(m K), and 33 K in a thick alloy with K = 8 W/(m K). Both conductivities are rough, and the alloy estimate ignores the silicon layer's help in spreading heat.

These are the rises at the spot centre. If Raman light is collected from the whole spot, the line samples the temperature with the same Gaussian weight as the heating. The separation between a heated point and a sampled point then follows a Gaussian √2 times wider, so the mean rise is ΔT/√2, or 23 K in the alloy.

With a rough softening of 0.003 meV per K, 23 K lowers the mean phonon energy by 0.07 meV. The strain shift is also downward. A rough lattice mismatch of 0.042 × 0.20 and a coefficient of 90 meV per unit strain give 0.76 meV. Uncorrected heating would thus add about 9% to the strain shift in this example, or about 7% if the 10 nm layer spread heat with silicon's bulk conductivity. A film this thin conducts much less well than bulk silicon, and with 25 W/(m K) the addition stays near 9%. These figures also assume an alloy much thicker than the spot. On a silicon wafer, an alloy 1 µm thick gives a mean rise of 18 K and adds 7%, and one 0.3 µm thick gives 10 K and adds 4%.

**What to do in a measurement**

Choose the laser by comparing δ with the layer thickness, using absorption at both the laser and Stokes energies. For a matched substrate and δ = 5 nm, a 90% layer share requires at least 11.5 nm.

For thinner layers, fit the substrate line as well. If the layer and substrate have the same refractive index and absorption, its integrated strength is exp(−t/δ) times that of the bare substrate measured with the same illumination and collection. When t and δ are known, this gives the substrate contribution to be subtracted. The result is sensitive to δ: for a 2 nm layer with the same Raman strength as the substrate, using 5.0 nm where 4.2 nm applies makes the extracted layer signal 13% too small.

For a substrate with the same optical constants and Raman strength as the layer, R gives the thickness as t = δ ln(1 + R). If only the Raman strength differs, multiply the measured layer-to-substrate ratio by s before using this formula. Leaving out s = 0.64 would make a 10 nm layer appear to be 12 nm thick in the ultraviolet example. At fixed R, a relative error in δ becomes the same relative error in t. Using 5.0 nm where 4.2 nm applies would overstate the thickness by 19%.

Finally, repeat the measurement at lower power. A phonon energy that rises as the power falls is a sign of heating, and extrapolation to zero power removes its linear part from the strain estimate.
